# Dopant transfer from a uniform substrate into a thick epitaxial layer

A silicon substrate holds \(1.0\times10^{18}\) antimony atoms per cm³ and carries an undoped epitaxial layer 5000 nm thick. In the model treated here, two hours at 1423 K bring the antimony concentration at the original interface to \(5.0\times10^{17}\) cm⁻³, half the substrate value, and a longer anneal would leave that number unchanged as long as the dopant stays far from the surface of the layer. Deeper in the layer the concentration falls to \(1.0\times10^{16}\) cm⁻³ at 684 nm. Had the interface stayed at the full substrate concentration, that depth would have been 757 nm. The half and the shape of the profile follow from the diffusion equation, and so do the conditions under which they hold.

Let \(x\) be the distance from the original interface, positive into the layer, and \(N(x,t)\) the dopant concentration. Layer and substrate are the same crystal, so the dopant has the same diffusivity \(D\) in both and does not segregate at the interface. The concentration is assumed to lie well below the intrinsic carrier concentration \(n_i\) at the anneal temperature, so that \(D\) does not depend on \(N\). It may depend on time through the temperature. The flux towards positive \(x\) is \(-D\,\partial N/\partial x\), and conservation of dopant gives

\[
\frac{\partial N}{\partial t}=D(t)\frac{\partial^2N}{\partial x^2}.
\]

With the diffusion budget \(\tau=\int_0^tD(t')\,dt'\) as the clock, \(\partial/\partial t=D\,\partial/\partial\tau\), and the diffusivity cancels:

\[
N_\tau=N_{xx},\qquad N(x,0)=\begin{cases}N_s,&x<0\\0,&x>0.\end{cases}
\]

The step is where the growth history enters: the layer is complete before the dopant has moved appreciably. For the moment layer and substrate both extend to infinity.

The dopant from a thin sheet at the origin spreads according to

\[
G(x,\tau)=\frac{e^{-x^2/4\tau}}{\sqrt{4\pi\tau}} .
\]

Differentiation gives \(G_x=-(x/2\tau)G\), hence \(G_{xx}=(x^2/4\tau^2-1/2\tau)G\). The derivative \(G_\tau\) is the same expression, its first term coming from the exponent and its second from the prefactor. The area under \(G\) is one, and for \(\tau\to0\) it contracts to the origin. The equation is linear, so the sheets that make up the substrate can be added:

\[
N(x,\tau)=N_s\int_{-\infty}^{0}G(x-u,\tau)\,du .
\]

Define \(\lambda=2\sqrt\tau\) and substitute \(q=(x-u)/\lambda\), so that \(du=-\lambda\,dq\). The limits \(u=-\infty\) and \(u=0\) become \(q=\infty\) and \(q=x/\lambda\), and \(\sqrt{4\pi\tau}=\sqrt\pi\,\lambda\). With \(\operatorname{erfc}z=(2/\sqrt\pi)\int_z^\infty e^{-q^2}dq\),

\[
N_0(x,\tau)=\frac{N_s}{\sqrt\pi}\int_{x/\lambda}^{\infty}e^{-q^2}dq=\frac{N_s}{2}\operatorname{erfc}\frac{x}{\lambda}.
\]

No other solution competes with it. The difference \(w\) of two solutions with the same start obeys the same equation, and if it is square integrable and \(ww_x\) vanishes far away, integration by parts gives

\[
\frac{d}{d\tau}\int\frac{w^2}{2}\,dx=\int w\,w_{xx}\,dx=-\int w_x^2\,dx\le0 .
\]

The integral starts at zero and cannot become negative, so \(w=0\).

The half expresses the depletion of the substrate. Since \(\operatorname{erfc}(-z)=2-\operatorname{erfc}z\), the solution satisfies \(N_0(-x)=N_s-N_0(x)\): what the layer has gained at \(x\), the substrate has lost at \(-x\), and at \(x=0\) the two can agree only at \(N_s/2\). A source that held the interface at \(N_s\) would produce \(N_s\operatorname{erfc}(x/\lambda)\), twice the concentration at every depth in the layer.

The symmetry rests on equal diffusivities. Suppose they were constants \(D_s\) in the substrate and \(D_e\) in the layer, with \(N\) still continuous and equal to \(N_i\) at the interface. The layer profile is then \(N_i\operatorname{erfc}(x/2\sqrt{D_et})\), and the substrate profile is \(N_s-(N_s-N_i)\operatorname{erfc}(-x/2\sqrt{D_st})\). Their fluxes at \(x=0\) are \(N_i\sqrt{D_e/\pi t}\) and \((N_s-N_i)\sqrt{D_s/\pi t}\). Equating them gives

\[
N_i=\frac{\sqrt{D_s}}{\sqrt{D_s}+\sqrt{D_e}}\,N_s,
\]

which is \(N_s/2\) only for \(D_s=D_e\). A different generalization is harmless: if the layer was grown with a uniform concentration \(N_e\) of the same dopant, linearity gives \(N_e+\tfrac12(N_s-N_e)\operatorname{erfc}(x/\lambda)\).

The dose transferred to the layer, per unit area, is the flux through the interface summed over the anneal. There \(-\partial N_0/\partial x=N_s/(\sqrt\pi\lambda)=N_s/(2\sqrt{\pi\tau})\), and therefore

\[
M=\int_0^\tau\frac{N_s}{2\sqrt{\pi\tau'}}\,d\tau'=N_s\sqrt{\frac{\tau}{\pi}} .
\]

For the example, take the rough value \(D=6.0\) nm²/s for antimony in silicon at 1423 K. Then \(\tau=6.0\times7200=43200\) nm² and \(\lambda=2\sqrt{43200}=415.7\) nm. The concentration is \(2.5\times10^{17}\) cm⁻³ at 200 nm, \(8.7\times10^{16}\) at 400 nm, \(2.1\times10^{16}\) at 600 nm and \(3.2\times10^{15}\) at 800 nm. Each further 200 nm divides the concentration by a larger factor, from 2.0 over the first step to 6.3 over the last. The level \(10^{16}\) cm⁻³, a plausible layer doping, needs \(\operatorname{erfc}(x/\lambda)=0.02\), which holds at \(x=1.645\,\lambda=684\) nm. The dose is \(10^{18}\) cm⁻³ times \(\sqrt{43200/\pi}=117.3\) nm, or \(1.17\times10^{13}\) cm⁻².

A real layer ends at a surface \(x=L\). If the surface is sealed, \(N_x(L)=0\). This is achieved by continuing the problem as a mirror image beyond \(L\), with a second substrate in \(x>2L\). If the surface removes every dopant atom that reaches it, \(N(L)=0\), and the image enters with a negative sign. Thus

\[
N_\pm=\frac{N_s}{2}\left[\operatorname{erfc}\frac{x}{\lambda}\pm\operatorname{erfc}\frac{2L-x}{\lambda}\right].
\]

At \(x=L\) the two terms are equal and their slopes opposite, so each sign meets its condition. At \(\tau\to0\) the image term vanishes everywhere in \(x<L\), so the initial step is kept.

A surface that loses dopant at a finite rate obeys \(-N_x=\kappa N\) at \(L\), with \(\kappa\ge0\). Its profile lies between \(N_-\) and \(N_+\). To show this, let \(f\) obey the diffusion equation, start non-negative, and have negative part \(f^-=\max(-f,0)\). Where \(f<0\), \(f_x=-(f^-)_x\), so integration by parts gives

\[
\frac{d}{d\tau}\int_{-\infty}^{L}\frac{(f^-)^2}{2}dx=-\int_{-\infty}^{L} f^-f_{xx}\,dx=-f^-f_x\Big|_L-\int_{-\infty}^{L}\big[(f^-)_x\big]^2dx .
\]

If the boundary term is not positive, \(f^-\) stays zero. For \(f=N\) it equals \(-\kappa(f^-)^2\), so \(N\ge0\). For \(f=N_+-N\), \(f_x(L)=\kappa N\ge0\), and the term is again not positive. For \(f=N-N_-\), \(f(L)=N(L)\ge0\), and the term vanishes. Hence \(N_-\le N\le N_+\), and

\[
|N-N_0|\le\frac{N_s}{2}\operatorname{erfc}\frac{2L-x}{\lambda}\le\frac{N_s}{2}\operatorname{erfc}\frac{L}{\lambda}.
\]

These statements were tested by solving the diffusion equation on a grid with \(D=0.5+t\) for \(0<t<1\), which makes \(\tau=1\) and \(\lambda=2\). With the surface far away, the result differed from \(N_0\) by at most \(1.6\times10^{-6}N_s\). With \(L=3\), the sealed and perfectly absorbing surfaces reproduced \(N_+\) and \(N_-\) to within \(2\times10^{-6}N_s\), and a surface with loss speed 1 gave a profile between them.

"Thick" therefore means several \(\lambda\). An error below \(0.001\,N_s\) throughout the layer is guaranteed in the example for \(L\ge908\) nm. The measure is \(N_s\), not the local concentration: at a sealed surface the true value is \(2N_0\), however thick the layer. For \(L=5000\) nm, \(L/\lambda=12\), and the bound is so far below one atom per wafer that the surface plays no part in the anneal.

The other condition concerns growth, when the layer is thin at first and the dopant is close to the surface. Let the surface advance as \(s=vt\), let \(D\) be constant during growth, and let the surface lose dopant to the gas at the rate \(hN\) per area, with \(h\ge0\). The dopant content of the crystal changes at the rate

\[
\frac{d}{dt}\int_{-\infty}^{vt}N\,dx=vN+DN_x\Big|_{x=vt},
\]

the first term from the moving limit, the second from diffusion. No dopant arrives with the new material, so this must equal \(-hN\), and the surface condition is \(-DN_x=(v+h)N\).

Use the depth below the surface, \(y=vt-x\). At fixed \(x\), \(y\) increases at speed \(v\), so \(N_t+vN_y=DN_{yy}\), with \(DN_y=(v+h)N\) at \(y=0\) and \(N=N_s\) at the start. Integrate over all time and write \(U(y)=\int_0^\infty N\,dt\). At any fixed depth the concentration finally goes to zero, because the surface moves as \(t\) while diffusion spreads as \(\sqrt t\). The time derivative therefore integrates to \(-N_s\):

\[
DU''-vU'=-N_s,\qquad U=A+\frac{N_s}{v}y+Be^{vy/D}.
\]

A point at large depth \(y\) stays in doped material for a time of about \(y/v\), so \(U\) grows linearly and \(B=0\). The surface condition \(DU'(0)=(v+h)U(0)\) becomes \(DN_s/v=(v+h)A\), whence

\[
U(0)=\frac{N_sD}{v(v+h)},\qquad Q=hU(0)=\frac{h}{v+h}\,\frac{N_sD}{v}<\frac{N_sD}{v}.
\]

\(Q\) is the dose lost during unlimited growth. Growth of finite duration loses no more, since \(N\ge0\). However volatile the dopant, the loss is less than the content of a substrate slice of thickness \(D/v\). A direct solution of the moving-surface problem up to \(v^2t/D=25\) gave \(v^2U(0)/(N_sD)=0.9998\) for \(h=0\) and 0.5000 for \(h=v\), where the formula gives 1 and 1/2.

The effect on the profile can also be found. Fix a point \(x<vt\) at time \(t\), put \(K(u,t')=G(x-u,D(t-t'))\), which obeys \(K_{t'}=-DK_{uu}\), and follow \(I(t')=\int_{-\infty}^{vt'}NK\,du\). Two integrations by parts leave only surface terms:

\[
\frac{dI}{dt'}=vNK+D(N_uK-NK_u)\Big|_{u=vt'}=-hNK-DNK_u\Big|_{u=vt'} ,
\]

where the surface condition replaced \(vN+DN_u\) by \(-hN\). Now \(I(0)\) is the ideal law \(N_0(x,t)\), \(I(t)\) is the true \(N(x,t)\), and \(DK_u=K(x-u)/[2(t-t')]\). With \(N_{\rm surf}(t')\) for the surface concentration,

\[
N_0-N=\int_0^t N_{\rm surf}(t')\left[h+\frac{x-vt'}{2(t-t')}\right]G\big(x-vt',D(t-t')\big)\,dt' .
\]

The surface concentration matters only early, before the surface has outrun the dopant. At late times and \(h>0\), the kernel at \(x=0\) can be taken at \(t'=0\) and the second term in the bracket dropped, so the deficit tends to \(Q/\sqrt{4\pi Dt}\): the lost dose, spread by diffusion. For \(h=0\) nothing is lost, and at distances of order \(\sqrt{Dt}\) the leading deficit is \(U(0)\,(x/2t)\,G(x,Dt)\). It is positive in the layer and negative in the substrate, because the surface turned back dopant that would otherwise have gone further.

At \(v^2t/D=25\) the integral agreed with the direct solution at four positions between \(x=-5D/v\) and \(10D/v\), to 0.24% of the largest deficit for \(h=0\) and 0.04% for \(h=v\). At \(v^2t/D=400\), with \(h=v\), the integral at the interface was 0.996 of its late limit.

"Before appreciable diffusion" thus contains two requirements. The growth budget \(D_gt_g\) must be small compared with \(\tau\), and \(D_g/v\) small compared with \(\sqrt\tau\), where \(D_g\) and \(t_g\) belong to growth. Since \(D_g/v=D_gt_g/L\), a layer several \(\lambda\) thick meets the second requirement whenever it meets the first. If only the first fails, the law survives with \(\tau\) replaced by \(\tau+D_gt_g\). In the example the layer grows at 20 nm/s and 1373 K, with the rough value \(D_g=2.5\) nm²/s. This is a cautious choice: scaling the anneal value down with an activation energy of 4 eV would give 1.8 nm²/s, and the effects of growth and baking estimated below would be smaller. Growth takes 250 s, and its budget of 625 nm² is 1.4% of \(\tau\). Depths scale as the square root of the budget, so the \(10^{16}\) cm⁻³ level moves outwards by 0.7%, or 5 nm. The length \(D_g/v\) is 0.125 nm, less than an atomic spacing, so the loss bound of \(1.25\times10^{10}\) cm⁻² has meaning only as an order of magnitude. It is about a thousandth of the transferred dose.

A hot bake before growth does more, because no advancing surface buries the dopant. Its worst case is the absorbing surface at \(L=0\). With \(\lambda_b=2\sqrt{D_gt_b}\) for a bake of duration \(t_b\), the image formula gives, for \(x<0\),

\[
N=\frac{N_s}{2}\left[\operatorname{erfc}\frac{x}{\lambda_b}-\operatorname{erfc}\frac{-x}{\lambda_b}\right]=N_s\operatorname{erf}\frac{-x}{\lambda_b}.
\]

The surface gradient is twice that of the buried interface at equal budget, so the lost dose is \(2N_s\sqrt{D_gt_b/\pi}\). Sixty seconds at 1373 K give \(D_gt_b=150\) nm² and a loss of \(1.4\times10^{12}\) cm⁻², 12% of the dose later transferred. Starting the anneal from this depleted profile draws the \(10^{16}\) cm⁻³ level back by 13 nm. If the lost atoms instead returned from the gas and were built evenly into the layer, they would add \(2.8\times10^{15}\) cm⁻³. Added to the ideal profile, this background moves the level outwards by 35 nm. That is an overestimate, because the ideal profile still contains the atoms lost in the bake; with their loss included, the shift is about 21 nm.

The remaining assumption is a constant diffusivity. For ionized donors, neutrality and \(np=n_i^2\) give the electron concentration \(n=\tfrac12(N+\sqrt{N^2+4n_i^2})\). If diffusion proceeds entirely through singly negative defects, \(D\) is proportional to \(n/n_i\). The field set up by the electrons adds a drift flux \(-DN\,\partial\ln n/\partial x\), which multiplies the diffusive flux by \(1+N/\sqrt{N^2+4n_i^2}\). With \(n_i\) roughly \(10^{19}\) cm⁻³ at 1423 K, the two factors together reach 1.10 at \(N=N_s\). A numerical solution with this diffusivity moves the level by 5 to 6 nm. A uniform increase of 10% would have moved it by about 33 nm, but the enhancement fades as \(N\) falls.

Antimony is a real choice for such substrates because it diffuses slowly in silicon, and the doping, growth rate and temperatures used here are rough but typical. The greatest sensitivity found lies in the diffusivity, and through it in the anneal temperature. With an activation energy of about 4 eV, an anneal 10 K hotter raises \(D\) by a factor 1.26 and moves the \(10^{16}\) cm⁻³ level by 82 nm, more than any of the neglected effects sized above. The budget used here counts only the two hours at 1423 K, and the heating and cooling of a furnace add to \(\tau\). With the same activation energy, ramps of 10 K/min both ways add 7% and move the level by 23 nm, and heating at 10 K/min with cooling at 3 K/min adds 15% and moves it by 49 nm. An error in the assumed diffusivity acts in the same way: since depths scale as \(\sqrt D\), a factor of 1.5 either way puts the level anywhere from 0.56 to 0.84 µm. The 684 nm is therefore an estimate for the assumed diffusivity, not a prediction to three digits. In a real reactor the assumption that no dopant comes from the gas can fail. The 35 nm above counts only atoms from the front face, returned evenly; the back and edges of the wafer can add more, and uneven return could raise the concentration locally. An oxidizing ambient would change the point defects that carry the diffusion, and with them \(D\), so the estimate applies to an inert anneal. For a substrate doped close to \(n_i\) or above, the constant-\(D\) profile should be replaced by a solution with the concentration-dependent diffusivity. The main values are listed in the numerical output.

## Computed values

```
TESTS (dimensionless)
thick layer: largest error of the law / Ns = 1.6e-06
finite layer, sealed surface: error / Ns = 1.6e-06
finite layer, sink surface: error / Ns = 1.7e-06
growth, h=0: v^2 U(0)/(Ns D) = 0.9998
growth, h=v: v^2 U(0)/(Ns D) = 0.5000
deficit formula, relative error, h=0: 2.4e-03
deficit formula, relative error, h=v: 4.4e-04
late deficit / limit at v^2 t/D = 400: 0.9959
bake dose / (Ns sqrt(D t)) = 1.1284
INPUTS (rough typical values)
substrate Ns = 1.0e+18 cm^-3, reference level = 1.0e+16 cm^-3
n_i at anneal = 1.0e+19 cm^-3
layer L = 5000 nm, growth speed v = 20 nm/s
growth: 1373 K, D = 2.5 nm^2/s, time = 250 s
anneal: 1423 K, D = 6.0 nm^2/s, time = 7200 s
bake at growth temperature = 60 s
activation energy = 4.0 eV
RESULTS
anneal budget tau = 43200 nm^2, lam = 415.7 nm
N at x = 0 nm: 5.000e+17 cm^-3
N at x = 200 nm: 2.481e+17 cm^-3
N at x = 400 nm: 8.678e+16 cm^-3
N at x = 600 nm: 2.061e+16 cm^-3
N at x = 800 nm: 3.248e+15 cm^-3
transferred dose = 1.173e+13 cm^-2
depth of reference level = 683.8 nm = 0.684 um
same depth if interface were held at Ns = 757.1 nm
NEGLECTED EFFECTS (shift of the reference depth)
growth budget = 625 nm^2, ratio to tau = 0.0145
diffusion during growth: +4.9 nm
bake: lost dose = 1.38e+12 cm^-2, shift -13.4 nm
bake dose / transferred dose = 0.118
bake dose returned evenly to layer = 2.76e+15 cm^-3
shift from returned dose: +35.0 nm
extrinsic D / intrinsic D at N = Ns: 1.104
extrinsic diffusion and field: +5.5 nm
anneal 10 K hotter: D factor 1.256, shift +82.4 nm
D/v in growth = 0.125 nm
bound on dose lost in growth = 1.25e+10 cm^-2
L/lam = 12.03, finite-layer bound = 3.4e-47 cm^-3
thickness for finite-layer error below 0.001 Ns = 908 nm
```
